# The Kelvin radius of a water meniscus under an oxidation tip

## Problem

In local anodic oxidation, a sharp conducting tip is held close to a surface in humid air. Water condenses in the gap and supplies the oxidizing ions when a voltage is applied. Consider the meniscus before the voltage pulse, in equilibrium with air at $T=298$ K and relative humidity $H=0.50$. Use rough values for water: surface tension $\gamma=0.072$ N/m and molar volume $V_m=18.0\ \mathrm{cm^3/mol}$.

1. Estimate the magnitude of the Kelvin radius $r_K$, defined by $1/r_K=1/r_1+1/r_2$, where $r_1$ and $r_2$ are the principal radii of the water surface.
2. How wide is the meniscus for a tip of radius $R_t=20$ nm at a gap $D=0.5$ nm?
3. How far do humidity, heating and the oxidation voltage alter the answer?

## Solution

### The pressure in the water

Take the vapour as ideal and the liquid as incompressible. At saturation, with vapour pressure $p_{sat}$, flat liquid and vapour have the same chemical potential $\mu_{sat}$. At constant temperature, the molar chemical potential changes by the molar volume times $dp$. For the vapour this volume is $RT/p$, so

$$\mu_v-\mu_{sat}=\int_{p_{sat}}^{Hp_{sat}}\frac{RT}{p}\,dp=RT\ln H .$$

For the liquid, at pressure $p_l$,

$$\mu_l-\mu_{sat}=V_m(p_l-p_{sat}).$$

Water moves between the two until $\mu_l=\mu_v$. Hence

$$p_l-p_{sat}=\frac{RT\ln H}{V_m}\equiv -P,\qquad P=\frac{RT|\ln H|}{V_m}.$$

Since $H<1$, the logarithm is negative. With $RT=2477.7$ J/mol and $\ln H=-0.6931$,

$$P=\frac{2477.7\times0.6931}{18.0\times10^{-6}}\ \mathrm{Pa}=95.4\ \mathrm{MPa}.$$

The water is under strong tension. $P$ is also the free-energy cost, per unit volume, of condensing liquid from this undersaturated vapour.

### From pressure to curvature

Count a principal radius positive when the liquid bulges outward in that direction. Move a small surface patch outward by $t$. Its two sides grow by the factors $1+t/r_1$ and $1+t/r_2$, so its area becomes

$$dA(t)=dA\left(1+Jt+Kt^2\right),\qquad J=\frac1{r_1}+\frac1{r_2},\quad K=\frac1{r_1r_2}.$$

To first order the surface energy rises by $\gamma Jt\,dA$, while the pressure difference does work $(p_l-p_{gas})\,t\,dA$. At equilibrium these are equal:

$$p_l-p_{gas}=\gamma J .$$

The gas pressure is about 0.1 MPa, and $p_{sat}$ is smaller still, about 3.2 kPa. Replacing $p_{gas}$ by $p_{sat}$ therefore changes the result by about one part in a thousand. Then $\gamma J=-P$, and since $J=1/r_K$,

$$r_K=\frac{\gamma V_m}{RT\ln H},\qquad |r_K|=\frac{\gamma}{P}.$$

This is the Kelvin equation. The numbers give

$$\frac{\gamma V_m}{RT}=\frac{0.072\times18.0\times10^{-6}}{2477.7}\ \mathrm{m}=0.523\ \mathrm{nm},$$

$$|r_K|=\frac{0.523\ \mathrm{nm}}{0.6931}\approx0.75\ \mathrm{nm}.$$

The signed value is $-0.75$ nm: the concave curvature outweighs the convex one.

The definition fixes a factor of two. A sphere has $|J|=2/r$, so a spherical surface with the same $|J|$ has radius $2|r_K|=1.51$ nm. A long straight meniscus has one infinite principal radius, and its other radius has magnitude $|r_K|$.

### The width of the meniscus

The Kelvin radius describes the curvature of the water's edge. To find the width, let the water reach out to a distance $x$ from the axis. For $x\ll R_t$, the gap height there is

$$h(x)=D+R_t-\sqrt{R_t^2-x^2}\simeq D+\frac{x^2}{2R_t}.$$

By Young's equation, replacing dry wall by wet wall changes the energy per area by $-\gamma\cos\theta$, where $\theta$ is the contact angle. There are two walls. For a meniscus much wider than it is high, neglect the area of its side and the slope of the tip. The free energy is then

$$\Omega(x)=P\int_0^x2\pi r\,h(r)\,dr-2\pi x^2\gamma\cos\theta,$$

$$\frac{d\Omega}{dx}=2\pi x\left[P\,h(x)-2\gamma\cos\theta\right].$$

The bracket vanishes at $h=2(\gamma/P)\cos\theta=2|r_K|\cos\theta$. Because $h$ grows with $x$, the derivative changes from negative to positive there, so this is a minimum. Inserting $h(x)$ and solving for $x$ gives

$$x=\sqrt{2R_t\left(2|r_K|\cos\theta-D\right)} .$$

For fully wetted walls, $\theta=0$,

$$x=\sqrt{40\times(1.509-0.5)}\ \mathrm{nm}=6.35\ \mathrm{nm}.$$

The meniscus is thus about 13 nm across in this estimate, although its Kelvin radius is below 1 nm. If $D\geq2|r_K|\cos\theta$, the derivative is positive for every $x>0$, and the approximation allows no bridge. For $\theta=0$ the limit is 1.51 nm.

The finite width can be included by following the whole surface. Let $s$ be the length along its profile from the plane, $r$ and $z$ the distance from the axis and the height, and $\phi$ the angle of the profile to the outward radial direction. The curvature around the axis is $\sin\phi/r$, and that along the profile is $d\phi/ds$. Setting their sum to $-1/|r_K|$ gives

$$\frac{dr}{ds}=\cos\phi,\qquad \frac{dz}{ds}=\sin\phi,\qquad
\frac{d\phi}{ds}=-\frac1{|r_K|}-\frac{\sin\phi}{r}.$$

The profile starts at $\phi=\pi-\theta$ on the plane and ends at $\phi=\beta+\theta$ on the tip, where $\beta$ is the local slope angle of the tip. I integrated these equations numerically and varied the contact point on the tip until the surface met the plane at the required angle.

For $\theta=0$, the half-width at the tip is 5.70 nm, so the simple estimate is 11.5 percent too large relative to the full profile. The equations also have a second, much narrower solution at this gap, with a half-width of about 0.6 nm. Its free energy lies above that of the dry gap, and its neck is below molecular size, so only the wide solution is used here. For $\theta=30^\circ$, the estimate is 5.68 nm and the full profile gives 4.65 nm, an excess of 22 percent. The contact angle changes the width but leaves $r_K$ unchanged.

At the narrowest point of the $\theta=0$ meniscus, the distance from the axis is $r_n=5.20$ nm and the concave radius is $r_m=0.659$ nm. They satisfy

$$\frac1{r_m}-\frac1{r_n}=1.517-0.192=1.325\ \mathrm{nm^{-1}}=\frac1{|r_K|}.$$

The convex curvature around the axis must be offset by a tighter concave arc. The water therefore spans less height, and the slope of the tip, which ends the arc at $\phi=\beta$ instead of zero, shortens it slightly more. The height at the tip contact is 1.33 nm instead of 1.51 nm.

### Humidity and heating

If the tip region warms while the surrounding vapour pressure stays fixed, the saturation pressure rises and the local humidity falls. With a constant heat of vaporization $L$, the relation $d\ln p_{sat}/dT=L/(RT^2)$ integrates to

$$H'=H\exp\left[-\frac{L}{R}\left(\frac1T-\frac1{T'}\right)\right].$$

For a rough $L=44$ kJ/mol and warming by 5 K, $H'=0.373$. The table keeps $\gamma$ and $V_m$ fixed. Its last column is the largest bridgeable gap in the wide-meniscus approximation with $\theta=0$. This is an upper limit, approached only for very blunt tips, because near it the meniscus is no longer wide. For the 20 nm tip at 50 percent humidity, the full profile has a solution only up to a gap of about 1.0 nm, and the bridge has a lower free energy than the dry gap only below about 0.94 nm.

| Case | Local humidity | $\lvert r_K\rvert$ (nm) | Largest gap (nm) |
|---|---:|---:|---:|
| 298 K, drier air | 45% | 0.66 | 1.31 |
| 298 K, stated case | 50% | 0.75 | 1.51 |
| 298 K, damper air | 55% | 0.87 | 1.75 |
| 303 K, fixed vapour pressure | 37.3% | 0.52 | 1.04 |

Five points of humidity move the radius by about 15 percent. Local warming by 5 K reduces it by about 31 percent. As $H\to1$, $|\ln H|\to0$ and $|r_K|$ diverges: a flat surface can then coexist with the vapour. In very dry air the formula gives a radius below molecular size and loses its meaning.

### How far to trust a continuum surface

The volume per molecule, $V_m/N_A$, has a cube root of 0.31 nm, so $|r_K|$ is about 2.4 molecular sizes. Three corrections indicate the accuracy.

**Stretching.** Let the molar volume be $V_m(1-\kappa p)$, with a rough compressibility $\kappa=0.45\ \mathrm{GPa^{-1}}$. Under tension $P'$, and neglecting $p_{sat}$, equilibrium requires

$$V_m\left(P'+\tfrac12\kappa P'^2\right)=RT|\ln H|.$$

The tension is lower by a fraction of about $\kappa P/2=0.02$, and $|r_K|$ rises to 0.77 nm.

**Curved-surface tension.** Let the surface energy be $\gamma\int(1-\delta J)\,dA$, with a rough Tolman length of size $|\delta|=0.1$ nm. The area expansion above gives $dA_{tot}/dt=\int J\,dA$ and $d^2A_{tot}/dt^2=2\int K\,dA$ at $t=0$. The first variation of $\int J\,dA$ is therefore $2\int K\,dA$, and the balance becomes

$$\gamma(J-2\delta K)=-P.$$

At the neck $K=-1/(r_mr_n)$, so $J$ shifts by a fraction $2|\delta||r_K|/(r_mr_n)=4.4$ percent. A positive $\delta$ makes the radius smaller, a negative one larger. Second-order terms have the scale $(\delta/r_m)^2=2.3$ percent, with a coefficient not determined here.

**Adsorbed water.** A film of thickness $t_f$ held by van der Waals forces has energy per area $A_H/(12\pi t_f^2)+Pt_f$. Setting its derivative to zero gives $A_H/(6\pi t_f^3)=P$. For a rough Hamaker constant $A_H=10^{-20}$ J, $t_f=0.18$ nm. This is less than a molecular size, so the film formula is outside its range. Short-range binding to a hydrophilic surface, which it omits, may hold more water.

### When the oxidation voltage is on

Take first bare conducting walls with no oxide. Where they are nearly parallel, the field $E$ is then the same in the water and in the vapour, except within about one gap height of the curved edge. At fixed voltage, the energy of a capacitor together with its source is $-\tfrac12CV^2$. Filling the gap with water of relative permittivity $\varepsilon_r$ thus lowers the energy per volume by $\tfrac12\varepsilon_0(\varepsilon_r-1)E^2$. This cancels the cost $P$ at

$$E_b=\sqrt{\frac{2P}{\varepsilon_0(\varepsilon_r-1)}} .$$

For the bulk value $\varepsilon_r\approx78$, $E_b=5.3$ MV/cm. Fields this strong already weaken the response of water, which raises $E_b$. For a strongly reduced response, $\varepsilon_r=2$, it is 46 MV/cm. A rough oxidation bias of 8 V across the 1.33 nm edge height would give 60 MV/cm if none of the voltage fell in the oxide. That exceeds both values. It is also more than water can sustain as an insulator, so it is a rough scale for the edge, not the actual field. On the axis the gap is narrower, and the same voltage would give a higher average field. With an oxide of thickness $t$ and permittivity $\varepsilon_{ox}$ in series, the capacitance per area is $\varepsilon_0/(h/\varepsilon+t/\varepsilon_{ox})$, where $\varepsilon$ is $\varepsilon_r$ for the filled gap and 1 for the empty one. The fields in the filled and empty gap, $E_w$ and $E_v$, then differ, and the gain per volume becomes $\tfrac12\varepsilon_0(\varepsilon_r-1)E_wE_v$, so $E_b$ is no longer the criterion. For 8 V, $h=1.33$ nm, a rough $\varepsilon_{ox}=3.9$ and $t=1$ nm, $\varepsilon_r=78$ gives $E_w=3.8$ MV/cm and $E_v\approx50$ MV/cm, and the gain is $6.8P$; for $\varepsilon_r=2$ it is $1.0P$. For $t=5$ nm the gains fall to $0.86P$ and $0.29P$. Ionic conduction changes these values further, but for oxide up to a few nanometres thick the field cannot be treated as a small correction.

### What the radius describes

In the zero-bias model with $\theta=0$ and 50 percent humidity, the 20 nm tip has no equilibrium bridge above a gap of about 1.0 nm. A bridge across a wider gap needs something this model leaves out, such as the field or thicker adsorbed water films. The 0.75 nm radius thus describes the meniscus at rest. It predicts neither the size of a field-formed bridge nor the width of the oxide line, which also depends on ion transport and on how the field spreads.

Numerical values quoted here were computed with a short program.
